Lees' four-moment heat flux between parallel plates for Maxwell molecules

A heated plate hangs a short distance d above a colder one, with a gas at rest between them. At low pressure a molecule crosses the gap without meeting another, and the heat flux grows in proportion to the pressure. At high pressure Fourier's law holds and the flux no longer depends on pressure. A thermal vacuum gauge may have to work between these limits, where neither law is sufficient. How does the flux pass from one to the other?

For a monatomic gas of Maxwell molecules, plates that fully accommodate the molecules, and a small temperature difference, Lees' four-moment method answers

q/qFM = 1/(1 + 4d/(15L)).

Here qFM is the free-molecular flux and L is a mean free path defined by the viscosity. The formula is a closure approximation to the Boltzmann equation. It is derived below in two ways, which make different errors.

**Setting and conventions**

The plates lie at y = 0 and y = d, at temperatures T0 + ΔT/2 and T0 − ΔT/2. Write θ = ΔT/T0, which is small. The gas has molecular mass m, reference pressure p0, density n0 = p0/(kT0), mass density ρ0 = mn0 and viscosity μ. The state is steady, with no flow and no external force. Full accommodation means that each plate returns all arriving molecules with a Maxwellian distribution at its own temperature.

A Maxwellian of density n and temperature T sends the number flux n√(kT/(2πm)) through a plane from one side. Each crossing molecule carries on average 2kT: kT from the two transverse directions, and kT from the normal one, because fast molecules cross more often. The reference energy flux is therefore

A = 2kT0 n0 √(kT0/(2πm)) = p0 √(2kT0/(πm)).

With mean speed c̄ = √(8kT0/(πm)), this is A = p0c̄/2. The mean free path is defined by

L = 2μ/(ρ0c̄) = (μ/p0)√(πkT0/(2m)).

Since p0 = ρ0kT0/m, these definitions give a relation used several times below:

mA/(μkT0) = ρ0c̄/(2μ) = 1/L.

A different definition of L would change the number 4/15.

**What collisions do to the heat flux**

Maxwell molecules repel with a force proportional to r⁻⁵, so their potential is proportional to r⁻⁴. At impact parameter b and relative speed g, the deflection depends on the potential energy at distance b divided by the kinetic energy, hence on b⁴g² alone. The impact parameter for a given deflection χ scales as g^(−1/2), and the differential cross-section as 1/g. The collision rate per pair, g times the cross-section, is then a function B(χ) independent of g.

Let two molecules have velocities c and c*, with G = (c + c*)/2 and g = c − c*. A collision keeps G and turns g into g′ = g cos χ + |g| e sin χ, where e is a unit vector perpendicular to g. Averaging over its azimuth gives ⟨e_i e_j⟩ = (δ_ij − g_i g_j/g²)/2, so

⟨g′_i g′_j⟩ − g_i g_j = −(3/2) sin²χ (g_i g_j − g²δ_ij/3).

The production of a moment is half the integral over pairs of its change in a collision. The half prevents double counting. Define β₂ = ∫ B (3/2) sin²χ dΩ.

For c_y², the pair sum is 2G_y² + g_y²/2, so the production is

−(β₂/4) ∫∫ f f* (g_y² − g²/3) = −(β₂n/2) ∫ f (c_y² − c²/3).

Cross terms vanish because the mean velocity is zero. Anisotropic stress thus decays at the rate ω = β₂n/2. The same holds for c_x c_y.

For c_y c², the pair sum is 2G_y(G² + g²/4) + g_y(G·g). Only the last term changes, and the production is

−(β₂/2) ∫∫ f f* [g_y(g·G) − g²G_y/3].

Let Q = ∫ f c_y c². Since g·G = (c² − c*²)/2, the first term in the bracket integrates to nQ. The integral of g²G_y is also nQ, because every term mixing c with c* contains one of them only linearly and so vanishes at zero mean velocity. The production is therefore

−(β₂/2)(1 − 1/3)nQ = −(2/3)ωQ.

The heat flux decays at two thirds of the stress rate, whatever the shape of f, provided there is no mean flow.

To identify ω, consider a weak shear flow u(y) along x, viewed in the frame where u = 0 at the chosen plane. To leading order in the gradient, the streaming term in the equation for the shear stress P_xy is d(pu)/dy = p du/dy. Balancing it against −ωP_xy gives P_xy = −(p/ω) du/dy. Hence μ = p/ω, or ω = p/μ.

Multiplying the Boltzmann equation by mc_yc²/2 and integrating now gives

dR/dy = −(2/3)(p/μ)q, R = ∫ (m/2) c_y² c² f d³c.

**First derivation: two half-Maxwellians**

Lees' ansatz assigns one Maxwellian, with parameters n1 and T1, to molecules moving away from the hot plate (c_y > 0), and another, n2 and T2, to those moving back. All four parameters depend on y. Four equations determine them: conservation of number, momentum and energy, and the equation for R.

Write n_i = n0(1 + ν_i) and T_i = T0(1 + τ_i), and keep first-order terms.

The net number flux is zero. Since each one-way flux is proportional to n√T,

ν1 + τ1/2 = ν2 + τ2/2. (1)

The normal stress is constant. Each half contributes n_i kT_i/2, so

ν1 + τ1 + ν2 + τ2 = constant. (2)

The energy flux from each side is proportional to nT^(3/2), so

q = A[(ν1 + 3τ1/2) − (ν2 + 3τ2/2)].

Subtracting the two sides of (1) inside the bracket leaves

q = A(τ1 − τ2). (3)

Energy conservation makes q constant, and hence also D = τ1 − τ2 = q/A.

For R, a full Maxwellian has ⟨c_y²c²⟩ = 5(kT/m)². Each half contributes 5n_i(kT_i)²/(4m), so

dR/dy = (5p0kT0/(4m)) d(ν1 + 2τ1 + ν2 + 2τ2)/dy.

By (2), the derivative on the right is that of τ1 + τ2 alone. The equation for R becomes

(5p0kT0/(4m)) d(τ1 + τ2)/dy = −(2/3)(p0/μ)q,

d(τ1 + τ2)/dy = −(8/15) mq/(μkT0) = −(8/15)D/L. (4)

The last step uses q = AD and mA/(μkT0) = 1/L.

The plates prescribe what leaves them: τ1(0) = θ/2 and τ2(d) = −θ/2. At the hot plate τ1 + τ2 = 2τ1 − D = θ − D. At the cold plate τ1 + τ2 = 2τ2 + D = −θ + D. The change across the gap is −2θ + 2D, and (4) makes it −(8/15)Dd/L. Therefore

θ = D[1 + 4d/(15L)]. (5)

Without collisions D = θ, so qFM = Aθ. Dividing q = AD by this gives the stated formula.

**Second derivation: Fourier's law with a temperature jump**

Now start from the dense gas. Write f = f0(1 + φ), with f0 the Maxwellian at n0 and T0. Measure velocity as w = c/v, where v = √(kT0/m). The linearised Boltzmann equation is v w_y ∂φ/∂y = Kφ, where K is the collision operator.

Consider the function h = w_y(w² − 5). The averages ⟨w_y²⟩ = 1, ⟨w_y²w²⟩ = 5 and ⟨w_y²w⁴⟩ = 35 over f0 show that h is orthogonal to w_y. The collision result, taken to first order, says that ⟨hKφ⟩ = −(2/3)ω⟨hφ⟩ for every φ without mean flow. A part of φ proportional to w_y changes neither side, since K annihilates it and h is orthogonal to it. The relation therefore holds for every φ. Because direct and reverse collisions have equal rates in equilibrium, ⟨hKφ⟩ = ⟨φKh⟩. It follows that

Kh = −(2/3)ωh.

Try a local Maxwellian with a correction:

φ = ν(y) + τ(y)(w² − 3)/2 + bh, with ν + τ constant and b constant.

Constant pressure gives ν′ = −τ′, so the left side of the Boltzmann equation is v w_y τ′[(w² − 3)/2 − 1] = vτ′h/2. On the right, K annihilates the density and energy terms and leaves −(2/3)ωbh. The equation is satisfied for all velocities if

b = −3vτ′/(4ω).

The heat flux comes from bh alone:

q = (p0v/2) b⟨w_y w² h⟩ = (p0v/2) b(35 − 25) = 5p0vb.

Inserting b, with ω = p0/μ and v² = kT0/m, gives Fourier's law:

q = −κT0τ′, κ = 15kμ/(4m).

The plates remain. At the hot plate the arriving molecules have w_y < 0. Their correction bh adds no number flux, because the half-range integral is −⟨w_y h⟩/2 = 0. To the arriving energy flux it adds −(p0v/4)b⟨w_y w² h⟩ = −(5/2)p0vb = −q/2.

Let the plate emit a Maxwellian with perturbations ν_w and τ_w = θ/2. Equal number fluxes require ν_w + τ_w/2 = ν + τ/2. The net energy flux is then

q = A[(ν_w + 3τ_w/2) − (ν + 3τ/2)] + q/2 = A(τ_w − τ) + q/2,

so that

τ_w − τ(0) = q/(2A). (6)

The gas next to the hot plate is colder than the plate. By symmetry there is an equal jump at the cold plate. The two jumps and the Fourier drop add up to the whole difference:

θ = q/A + qd/(κT0) = q/A + 4mqd/(15μkT0) = (q/A)[1 + 4d/(15L)].

This is (5) again.

**What each derivation assumes**

The first derivation satisfies the plate conditions for every outgoing velocity, but satisfies the Boltzmann equation in four moments only. The second solves the linearised Boltzmann equation for every velocity, but matches the plates only in number and energy flux: near a plate its outgoing molecules still carry the term bh, which a fully accommodating plate does not emit.

They agree because they supply the same two pieces of information. In both, the gradient of R is that of a local Maxwellian up to the plates. In both, the arriving energy flux lies q/2 below that of a Maxwellian at the local gas temperature. For the half-Maxwellians this follows from τ2 = τ − D/2, where τ = (τ1 + τ2)/2 is the gas temperature perturbation. Their agreement is therefore no independent evidence of accuracy. Both leave out the Knudsen layer, the region about one mean free path thick where the distribution adjusts to the plate.

The second route shows that thermal resistances add:

1/q = 1/qFM + 1/qF, qF = κΔT/d.

For d much smaller than L the flux tends to qFM, and for d much larger than L it tends to qF. With gap and temperatures fixed, qFM is proportional to pressure and qF is independent of it, so d ln q/d ln p = q/qFM. Within this formula, the same ratio that measures the flux measures how well a gauge responds to pressure.

**Incomplete accommodation**

Suppose each plate accommodates a fraction α of the arriving molecules and returns the rest with their energy unchanged. In the second derivation the net flux becomes α times the difference between full emission and arrival:

q = α[A(τ_w − τ) + q/2], so τ_w − τ = (q/A)(2 − α)/(2α).

Two such jumps replace the 1 in the denominator:

q/qFM = 1/[(2 − α)/α + 4d/(15L)],

where qFM still denotes the flux for α = 1. The half-Maxwellians agree. There the hot plate emits τ1 = αθ/2 + (1 − α)(τ1 − D), hence τ1 = θ/2 − (1 − α)D/α, and the sum τ1 + τ2 at that plate is θ − D(2 − α)/α.

**A finite temperature difference**

The half-Maxwellian equations can also be solved without linearising. Let a = √(T1/T0) and b = √(T2/T0), where b is no longer the coefficient of h. Hold the normal stress at p0, and return to full accommodation. Zero number flux gives n1a = n2b = J, and the stress condition is J(a + b) = 2n0. The heat flux is AJ(a² − b²)/n0 = 2A(a − b), so a − b = β is constant. Furthermore,

n1a⁴ + n2b⁴ = J(a³ + b³) = 2n0(ab + β²),

n = (n1 + n2)/2 = n0/(ab).

For Maxwell molecules ω is proportional to n, hence ω = p0/(μab), with μ taken at T0. The equation for R becomes

(5p0kT0/(2m)) d(ab)/dy = −(2/3)(p0/(μab))2Aβ,

ab d(ab)/dy = −(8/15)β/L.

Thus (ab)² is linear in y. With t_h and t_c the plate temperatures divided by T0, integration across the gap gives

½[(t_h − β√t_h)² − (t_c + β√t_c)²] = (8/15)βd/L,

one equation for β. Exchanging the plates reverses q, so at fixed T0 and stress the relative correction to the linear law begins at order θ².

**A micrometre gap**

Take a model gas with molecular mass 40 u and viscosity 23 µPa s at 320 K. The gap is 2000 nm and the plates are at 340 K and 300 K. At 100 Torr, L = 557.6 nm, so

d/L = 2000/557.6 = 3.587,

q/qFM = 1/(1 + 4 × 3.587/15) = 0.511.

The free-molecular flux is 34.29 W/cm², and the result is q = 17.5 W/cm², or 1.75 × 10⁵ W/m². Fourier's law alone, with κ = 0.01793 W/(m K), would give 35.9 W/cm². The two resistances are nearly equal, so each limiting law overestimates the combined result by about a factor of two. The jump at each plate is 20 K × 0.511 = 10.2 K, which leaves about 19.6 K across the gas.

With gap and temperatures fixed, the formula gives:

1 Torr: q/qFM = 0.991, q = 0.34 W/cm²
10 Torr: q/qFM = 0.913, q = 3.13 W/cm²
100 Torr: q/qFM = 0.511, q = 17.5 W/cm²
760 Torr: q/qFM = 0.121, q = 31.5 W/cm²

At 1 Torr a 1% rise in pressure raises the flux by almost 1%, and at 760 Torr by only 0.12%.

**How large is the closure error?**

The Shakhov kinetic equation replaces the collision term by a relaxation with the correct rates for stress and heat flux. It is itself a model, but it needs no assumed distribution and it contains a Knudsen layer. Its linearised form was solved numerically with discrete velocities and 200 cells across the gap:

d/L = 0.5: formula 0.882, kinetic 0.831
d/L = 2: formula 0.652, kinetic 0.599
d/L = 5: formula 0.429, kinetic 0.400
d/L = 20: formula 0.158, kinetic 0.154

The formula is too high throughout, by 9% of the kinetic value at d/L = 2 and by 3% at d/L = 20. Between d/L = 10 and 20, the kinetic qFM/q rises with slope 0.2668, close to 4/15 = 0.2667, but the line extrapolates to 1.173 at d = 0 instead of 1. The conductivity is right, while the formula's temperature jump at a given flux is about 15% smaller than the effective kinetic one. In a thick gap this fixed deficit matters less and less.

In the thin gap the limit is right, but the approach to it is not. At 1 Torr, where d/L = 0.036, the formula puts the flux 0.95% below qFM and the kinetic solution puts it 1.8% below. Measured against the Shakhov model, the first effect of collisions is underestimated by about half. This factor depends on the collision model. The full collision operator for Maxwell molecules, with its many small deflections, gives a still larger first effect, so the Shakhov values should not be taken as exact for that gas in a thin gap.

**Beside a real gauge**

A micromachined Pirani gauge can have a gap of the order of a micrometre and a heater some tens of kelvin above its surroundings, as in the example. Its surfaces need not accommodate fully: α = 0.9 on both plates lowers the 100 Torr flux by 10%. The closure error at that pressure, as estimated by the Shakhov model, is similar: the kinetic flux is 7.5% below the formula. At fixed normal stress in the gap and fixed mean temperature, the finite temperature difference changes the flux by only about −0.02%. The stress in the gap need not equal the chamber pressure, however. In the free-molecular limit, with the chamber gas at 300 K, the flux is about 3% higher than the formula gives when the chamber pressure is used for p0. Black-body radiation would add 0.17%. Closely spaced, identical transparent plates of refractive index n can exchange at most n² times the black-body flux, which for n = 3.4 is a bound of 2%; absorbing plates are not covered by it. In air the molecules also rotate. If rotation is fully excited and accommodated, each diatomic molecule carries 3kT instead of 2kT, and the free-molecular flux is half as large again at equal mass, pressure and temperatures. Heat lost along the heater's supports must be added separately. The formula can thus set the scale of a gauge's response, but an accuracy of a few per cent requires calibration or a kinetic calculation with the measured accommodation.
